# Beta-detected relaxation of 8Li during and after a beam pulse: verification in Python

```python
"""Beta-detected relaxation of 8Li during and after a rectangular beam pulse.

Result under test: the asymmetry is A(t) = A0 r(t), where r is the mean of the
single-spin relaxation function p(age) over all nuclei alive at time t.
For p = exp(-rate*age), with 1/tau_eff = 1/tau + rate:
  pulse on : r = (tau_eff/tau) (1-exp(-t/tau_eff)) / (1-exp(-t/tau))
  pulse off: r = r(pulse) exp(-rate (t-pulse))
At the pulse end the slope of r jumps by
  -(1-r(pulse)) / (tau (1-exp(-pulse/tau))), for any continuous p with p(0)=1.
Symbols: tau mean life (s), pulse beam-on time (s), rate relaxation rate (1/s),
A0 asymmetry of freshly implanted nuclei. The flux is 1 per second in the
quadratures, since it cancels in r.
"""
import numpy as np
from scipy.integrate import quad

tau = 1.21
pulse = 4.0
rate = 0.5
A0 = 0.10
saturated_rate = 1.0e5   # detected decays per second for an endless pulse
bin_width = 0.1

nodes, weights = np.polynomial.legendre.leggauss(60)


def populations(t, relax, pieces, life=tau):
    """Survivors and their polarized sum, by quadrature over arrival times."""
    alive = polarized = 0.0
    for start, stop, flux in pieces:
        stop = min(t, stop)
        if stop > start:
            half = 0.5 * (stop - start)
            arrival = start + half * (nodes + 1)
            age = t - arrival
            w = half * weights * flux(arrival) * np.exp(-age / life)
            alive += w.sum()
            polarized += (w * relax(age)).sum()
    return alive, polarized


def rectangle(length):
    return [(0.0, length, lambda x: np.ones_like(x))]


def mean_relax(t, relax, pieces, life=tau):
    alive, polarized = populations(t, relax, pieces, life)
    return polarized / alive


def exponential(k):
    return lambda age: np.exp(-k * age)


def closed_r(t, k, length=pulse):
    tau_eff = 1 / (1 / tau + k)
    on = np.minimum(t, length)
    r_on = tau_eff / tau * np.expm1(-on / tau_eff) / np.expm1(-on / tau)
    return r_on * np.exp(-k * (t - on))


def closed_decay_fraction(t, length=pulse):
    """Decay rate divided by the beam flux."""
    on = np.minimum(t, length)
    return -np.expm1(-on / tau) * np.exp(-(t - on) / tau)


def side_slope(f, t, h):
    """One-sided derivative: h > 0 looks forward, h < 0 looks backward."""
    return (-3 * f(t) + 4 * f(t + h) - f(t + 2 * h)) / (2 * h)


def jump_formula(r_end, length=pulse):
    return -(1 - r_end) / (tau * -np.expm1(-length / tau))


# Closed forms against the convolution integrals
for k in (0.05, 0.5, 5.0):
    for t in (0.1, 1.0, 3.9, 4.0, 4.1, 7.0, 10.0):
        alive, polarized = populations(t, exponential(k), rectangle(pulse))
        assert abs(polarized / alive - closed_r(t, k)) < 1e-10
        assert abs(alive / tau - closed_decay_fraction(t)) < 1e-10

# Limits: early slope, long pulse, very short pulse
early = 1e-3
early_slope = (mean_relax(early, exponential(rate), rectangle(pulse)) - 1) / early
assert abs(early_slope + rate / 2) < 1e-3
plateau = 1 / (1 + rate * tau)
assert abs(mean_relax(25.0, exponential(rate), rectangle(25.0)) - plateau) < 1e-7
short = mean_relax(2.0, exponential(rate), rectangle(1e-5))
assert abs(short - np.exp(-rate * 2.0)) < 1e-5

# Kink for exponential and for non-exponential relaxation
algebraic = lambda age: 1 / (1 + 0.7 * age) ** 2
for relax in (exponential(0.05), exponential(rate), exponential(5.0), algebraic):
    curve = lambda t: mean_relax(t, relax, rectangle(pulse))
    before = side_slope(curve, pulse, -1e-3)
    after = side_slope(curve, pulse, 1e-3)
    assert abs(after - before - jump_formula(curve(pulse))) < 1e-4
    oldest = (relax(pulse) - curve(pulse)) / (tau * np.expm1(pulse / tau))
    assert abs(before - oldest) < 1e-4 and before < 0

# Without relaxation r has no kink, but the decay rate still has one
flat = lambda t: mean_relax(t, exponential(0.0), rectangle(pulse))
assert abs(side_slope(flat, pulse, 1e-3) - side_slope(flat, pulse, -1e-3)) < 1e-9
decays = lambda t: populations(t, exponential(0.0), rectangle(pulse))[0] / tau
rate_jump = side_slope(decays, pulse, 1e-3) - side_slope(decays, pulse, -1e-3)
assert abs(rate_jump + 1 / tau) < 1e-5

# Beam ramped off linearly: continuous slope, and the balance law holds
ramp = 0.05
ramped = rectangle(pulse) + [(pulse, pulse + ramp, lambda x: 1 - (x - pulse) / ramp)]
soft = lambda t: mean_relax(t, exponential(rate), ramped)
soft_jump = side_slope(soft, pulse, 1e-4) - side_slope(soft, pulse, -1e-4)
assert abs(soft_jump) < 1e-5
middle = pulse + ramp / 2
numeric = (soft(middle + 1e-4) - soft(middle - 1e-4)) / 2e-4
alive_middle = populations(middle, exponential(rate), ramped)[0]
balance = 0.5 / alive_middle * (1 - soft(middle)) - rate * soft(middle)
assert abs(numeric - balance) < 1e-5
ramp_end = pulse + ramp
assert abs(side_slope(soft, ramp_end, 1e-4) + rate * soft(ramp_end)) < 1e-5

# Mean age at the pulse end, and the weak-relaxation kink built from it
mean_age = tau - pulse / np.expm1(pulse / tau)
assert abs(mean_relax(pulse, lambda age: age, rectangle(pulse)) - mean_age) < 1e-10
tiny = 1e-4
weak = lambda t: mean_relax(t, exponential(tiny), rectangle(pulse))
weak_jump = side_slope(weak, pulse, 1e-3) - side_slope(weak, pulse, -1e-3)
weak_formula = -tiny * mean_age / (tau * -np.expm1(-pulse / tau))
assert abs(weak_jump / weak_formula - 1) < 1e-3

# Two components: each is weighted by its own value at the pulse end
fast_rate, slow_share, short_pulse = 5.0, 0.5, 0.5
mixture = lambda age: (slow_share * np.exp(-rate * age)
                       + (1 - slow_share) * np.exp(-fast_rate * age))
slow_weight = {}
for length in (short_pulse, pulse):
    slow = slow_share * closed_r(length, rate, length)
    fast = (1 - slow_share) * closed_r(length, fast_rate, length)
    slow_weight[length] = slow / (slow + fast)
    for delay in (0.1, 0.5, 2.0):
        direct = mean_relax(length + delay, mixture, rectangle(length))
        summed = slow * np.exp(-rate * delay) + fast * np.exp(-fast_rate * delay)
        assert abs(direct - summed) < 1e-10
assert slow_weight[pulse] > slow_weight[short_pulse] > slow_share

# Two detectors with unequal efficiencies and two beam helicities
emission, cone = 0.2, np.pi / 3   # emission = asymmetry parameter * polarization


def detector(sign, low, high):
    return quad(lambda th: (1 + sign * emission * np.cos(th)) * np.sin(th), low, high)[0]


eff_f, eff_b, flux_plus, flux_minus = 1.0, 0.6, 1.0, 1.3
f_plus = eff_f * flux_plus * detector(+1, 0, cone)
b_plus = eff_b * flux_plus * detector(+1, np.pi - cone, np.pi)
f_minus = eff_f * flux_minus * detector(-1, 0, cone)
b_minus = eff_b * flux_minus * detector(-1, np.pi - cone, np.pi)
q = np.sqrt(f_plus * b_minus / (f_minus * b_plus))
four_count = (q - 1) / (q + 1)
one_helicity = (f_plus - b_plus) / (f_plus + b_plus)
cone_formula = emission * (1 + np.cos(cone)) / 2
assert abs(four_count - cone_formula) < 1e-10
assert abs(one_helicity - cone_formula) > 0.05

# Event-by-event simulation; random spin reversals at rate/2 give exp(-rate*age)
rng = np.random.default_rng(8)
events = 4_000_000
arrival = rng.uniform(0, pulse, events)
age = rng.exponential(tau, events)
spin = 1 - 2 * (rng.poisson(0.5 * rate * age) % 2)
forward = rng.random(events) < 0.5 * (1 + A0 * spin)
edges = np.linspace(0, 8, 41)
total = np.histogram(arrival + age, edges)[0]
ahead = np.histogram((arrival + age)[forward], edges)[0]
center = 0.5 * (edges[1:] + edges[:-1])
measured = 2 * ahead / total - 1
predicted = A0 * closed_r(center, rate)
sigma = np.sqrt((1 - predicted ** 2) / total)
chi2 = np.sum(((measured - predicted) / sigma) ** 2)
chi2_naive = np.sum(((measured - A0 * np.exp(-rate * center)) / sigma) ** 2)
simpson = (closed_decay_fraction(edges[:-1]) + 4 * closed_decay_fraction(center)
           + closed_decay_fraction(edges[1:])) / 6
expected = events / pulse * simpson * (edges[1] - edges[0])
chi2_counts = np.sum((total - expected) ** 2 / expected)
limit = len(center) + 5 * np.sqrt(2 * len(center))
assert 10 < chi2 < limit and 10 < chi2_counts < limit
assert chi2_naive > 1000

# Worked example
r_end = closed_r(pulse, rate)
renewal = -jump_formula(r_end)
no_decay = mean_relax(pulse, exponential(rate), rectangle(pulse), life=1e9)
assert no_decay < r_end
print(f"mean life of 8Li: {tau:.2f} s; half-life: {tau*np.log(2):.3f} s")
print(f"pulse length: {pulse:.1f} s; relaxation rate: {rate:.2f} 1/s")
print(f"initial asymmetry A0: {A0:.3f}")
print(f"effective time tau': {1/(1/tau+rate):.4f} s")
print(f"rate times mean life: {rate*tau:.4f}")
print(f"long-pulse plateau of r: {plateau:.4f}")
print(f"r at pulse end: {r_end:.4f}; asymmetry there: {A0*r_end:.5f}")
print(f"r at pulse end if nuclei did not decay: {no_decay:.4f}")
print(f"mean age of survivors at pulse end: {mean_age:.4f} s")
print(f"early slope of r (numerical): {early_slope:.4f} 1/s")
print(f"renewal term at pulse end: {renewal:.4f} 1/s")
print(f"relaxation term at pulse end: {-rate*r_end:.4f} 1/s")
print("slopes of r at pulse end, by finite differences:")
for k in (0.05, 0.5, 5.0):
    curve = lambda t: mean_relax(t, exponential(k), rectangle(pulse))
    left, right = side_slope(curve, pulse, -1e-3), side_slope(curve, pulse, 1e-3)
    print(f"  rate {k:.2f} 1/s: r {curve(pulse):.4f}, before {left:.5f} 1/s, "
          f"after {right:.4f} 1/s, jump {right-left:.4f} 1/s")
print(f"saturated detected rate: {saturated_rate:.0f} 1/s; bin: {bin_width:.1f} s")
print("time (s), asymmetry, counts per bin, error of asymmetry:")
for t in (0.5, 1.0, 2.0, 3.0, 4.0, 5.0, 6.0, 8.0, 10.0):
    a = A0 * closed_r(t, rate)
    n = saturated_rate * bin_width * closed_decay_fraction(t)
    print(f"  {t:4.1f}  {a:.5f}  {n:7.0f}  {np.sqrt((1-a*a)/n):.4f}")
print(f"two components: rates {rate:.1f} and {fast_rate:.1f} 1/s, "
      f"slow share at implantation {slow_share:.2f}")
for length in (short_pulse, pulse):
    print(f"  slow share at end of {length:.1f} s pulse: {slow_weight[length]:.4f}")
print(f"linear ramp-off time: {ramp:.2f} s; slope jump at its start: "
      f"{abs(soft_jump):.1e} 1/s")
print(f"detector test: a*P {emission:.2f}, cone half-angle {np.degrees(cone):.0f} deg, "
      f"efficiencies {eff_f:.1f} and {eff_b:.1f}")
print(f"  true asymmetry {cone_formula:.4f}, one helicity {one_helicity:.4f}, "
      f"four counts {four_count:.4f}")
print(f"simulated nuclei: {events}; time bins: {len(center)}")
print(f"chi-square of asymmetry: {chi2:.1f}; of counts: {chi2_counts:.1f}")
print(f"chi-square of A0 exp(-rate t) without convolution: {chi2_naive:.0f}")
print("no test failed")
```

Printed output:

```
mean life of 8Li: 1.21 s; half-life: 0.839 s
pulse length: 4.0 s; relaxation rate: 0.50 1/s
initial asymmetry A0: 0.100
effective time tau': 0.7539 s
rate times mean life: 0.6050
long-pulse plateau of r: 0.6231
r at pulse end: 0.6436; asymmetry there: 0.06436
r at pulse end if nuclei did not decay: 0.4323
mean age of survivors at pulse end: 1.0577 s
early slope of r (numerical): -0.2499 1/s
renewal term at pulse end: 0.3058 1/s
relaxation term at pulse end: -0.3218 1/s
slopes of r at pulse end, by finite differences:
  rate 0.05 1/s: r 0.9495, before -0.00411 1/s, after -0.0475 1/s, jump -0.0434 1/s
  rate 0.50 1/s: r 0.6436, before -0.01599 1/s, after -0.3218 1/s, jump -0.3058 1/s
  rate 5.00 1/s: r 0.1472, before -0.00463 1/s, after -0.7362 1/s, jump -0.7316 1/s
saturated detected rate: 100000 1/s; bin: 0.1 s
time (s), asymmetry, counts per bin, error of asymmetry:
   0.5  0.08924     3385  0.0171
   1.0  0.08138     5624  0.0133
   2.0  0.07163     8085  0.0111
   3.0  0.06673     9162  0.0104
   4.0  0.06436     9633  0.0102
   5.0  0.03903     4216  0.0154
   6.0  0.02368     1845  0.0233
   8.0  0.00871      353  0.0532
  10.0  0.00320       68  0.1216
two components: rates 0.5 and 5.0 1/s, slow share at implantation 0.50
  slow share at end of 0.5 s pulse: 0.6925
  slow share at end of 4.0 s pulse: 0.8138
linear ramp-off time: 0.05 s; slope jump at its start: 4.4e-08 1/s
detector test: a*P 0.20, cone half-angle 60 deg, efficiencies 1.0 and 0.6
  true asymmetry 0.1500, one helicity 0.3855, four counts 0.1500
simulated nuclei: 4000000; time bins: 40
chi-square of asymmetry: 39.2; of counts: 31.3
chi-square of A0 exp(-rate t) without convolution: 5682
no test failed
```
